# Fractional spin and the restricted dissociation limit of H2: a numerical check

```python
# Result under test: for a spin-density functional that is additive over distant
# fragments, the restricted (sigma_g^2) energy of H2 tends to 2 e(1/2,1/2), where
# e(p,q) is the energy of a hydrogen atom with p up and q down electrons.
# Static correlation error: Delta = 2 [e(1/2,1/2) - e(1,0)]; exactly it is zero.
# R: bond length (bohr); alpha: fraction of exact exchange; energies in hartree.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gammainc
from pyscf import gto, scf, dft, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
exponents = [0.03 * 2.3**k for k in range(12)]
BASIS = {"H": [[0, [x, 1.0]] for x in exponents]
         + [[1, [1.0, 1.0]], [1, [0.3, 1.0]]]}
XC = {"HF": None, "SVWN": "lda,vwn", "PBE": "pbe,pbe", "PBE0": "pbe0"}
ALPHA = {"HF": 1.0, "SVWN": 0.0, "PBE": 0.0, "PBE0": 0.25}

atom_mol = gto.M(atom="H 0 0 0", basis=BASIS, spin=1, verbose=0)


def prepare(mf, xc):
    mf.chkfile = None
    mf.init_guess = "1e"
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    if xc is not None:
        mf.xc = xc
        mf.grids.atom_grid = {"H": (70, 194)}
        mf.grids.prune = None
    return mf


def solve_atom(name, up, down):
    """Self-consistent H atom with fractional 1s occupations."""
    xc = XC[name]
    mf = scf.uhf.UHF(atom_mol) if xc is None else dft.uks.UKS(atom_mol)
    prepare(mf, xc)
    occ = np.zeros((2, atom_mol.nao_nr()))
    occ[0, 0], occ[1, 0] = up, down
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: occ
    mf.kernel()
    assert mf.converged
    return mf


def solve_molecule(name, R):
    """Restricted H2 with both electrons in the gerade sigma orbital."""
    mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
                unit="Bohr", basis=BASIS, symmetry=True, verbose=0)
    xc = XC[name]
    mf = prepare(scf.RHF(mol) if xc is None else dft.RKS(mol), xc)
    mf.irrep_nelec = {mol.irrep_name[0]: 2}
    mf.kernel()
    assert mf.converged
    return mf


def full_ci_singlet(mf):
    """Dense two-electron singlet diagonalization: energy, spin-up density matrix."""
    mol, C = mf.mol, np.asarray(mf.mo_coeff)
    n = C.shape[1]
    h = C.T @ mf.get_hcore() @ C
    eri = ao2mo.kernel(mol.intor("int2e", aosym="s8"), C, compact=False)
    eri = eri.reshape(n, n, n, n)
    one = np.eye(n)
    H = np.kron(h, one) + np.kron(one, h)
    H = H + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    i, j = np.triu_indices(n)
    T = np.zeros((n * n, len(i)))
    col = np.arange(len(i))
    weight = np.where(i == j, 1.0, np.sqrt(0.5))
    T[i * n + j, col] = weight
    T[j * n + i, col] = weight
    energies, vectors = np.linalg.eigh(T.T @ H @ T)
    psi = (T @ vectors[:, 0]).reshape(n, n)
    return energies[0] + mol.energy_nuc(), psi @ psi.T


# Atoms with integer and with half-and-half spin, and charge-transfer stability
polarized = {k: solve_atom(k, 1.0, 0.0) for k in XC}
half = {k: solve_atom(k, 0.5, 0.5) for k in XC}
transfer = {}
for k in XC:
    transfer[k] = (solve_atom(k, 0.45, 0.45).e_tot
                   + solve_atom(k, 0.55, 0.55).e_tot - 2 * half[k].e_tot)
    assert transfer[k] > 1e-4
E_H = polarized["HF"].e_tot
assert abs(E_H + 0.5) < 5e-5  # finite Gaussian basis misses part of the cusp

# Dissociation curves and the limit
distances = [1.4, 5.0, 10.0, 20.0, 50.0]
R_far = distances[-1]
curve = {k: {R: solve_molecule(k, R) for R in distances} for k in ("HF", "PBE")}
far = {k: curve[k][R_far] if k in curve else solve_molecule(k, R_far) for k in XC}
residual = {}
for k in XC:
    residual[k] = far[k].e_tot + ALPHA[k] / (2 * R_far) - 2 * half[k].e_tot
    assert abs(residual[k]) < 1e-5  # quadrature and induced polarization
for k in ("HF", "PBE"):  # small remaining orbital overlap at 20 bohr
    gap20 = curve[k][20.0].e_tot - 2 * half[k].e_tot
    assert abs(gap20 + ALPHA[k] / 40.0) < 2e-4
tail_HF = R_far * (far["HF"].e_tot - 2 * half["HF"].e_tot)

# Separate additivity of kinetic and exchange-correlation energies for PBE
T_mol = np.sum(far["PBE"].mol.intor("int1e_kin") * np.asarray(far["PBE"].make_rdm1()))
T_atom = np.sum(atom_mol.intor("int1e_kin")
                * np.asarray(half["PBE"].make_rdm1()).sum(axis=0))
xc_mol = float(far["PBE"].get_veff(dm=far["PBE"].make_rdm1()).exc)
xc_atom = float(half["PBE"].get_veff(dm=half["PBE"].make_rdm1()).exc)
assert abs(T_mol - 2 * T_atom) < 1e-4  # first order in the orbital error
assert abs(xc_mol - 2 * xc_atom) < 1e-4

# Exact two-electron singlet: same half spins on each atom, but energy 2 E_H
ci = {R: full_ci_singlet(curve["HF"][R]) for R in distances}
assert abs(ci[R_far][0] - 2 * E_H) < 2e-6
mol_far = far["HF"].mol
values = mol_far.eval_gto("GTOval", mol_far.atom_coords()[:1]) @ far["HF"].mo_coeff
up_at_nucleus = float((values @ ci[R_far][1] @ values.T)[0, 0])
orbital = np.asarray(polarized["HF"].mo_coeff[0])[:, 0]
atom_at_nucleus = float((atom_mol.eval_gto("GTOval", np.zeros((1, 3))) @ orbital)[0]**2)
assert abs(up_at_nucleus / atom_at_nucleus - 0.5) < 1e-4

# Frozen 1s orbital in Hartree-Fock: energy as a function of polarization m
projector = np.outer(orbital, orbital)
frozen = {}
for m in (0.0, 0.5, 1.0):
    dm = np.array([(1 + m) / 2 * projector, (1 - m) / 2 * projector])
    frozen[m] = scf.uhf.UHF(atom_mol).energy_tot(dm=dm)
    assert abs(frozen[m] - (-0.5 + 5 / 32 * (1 - m**2))) < 1e-4


# Relaxed single exponential at m = 0, all integrals by radial quadrature
def scaled_energy(z):
    P = lambda r: 4 * z**3 * r**2 * np.exp(-2 * z * r)
    kinetic = quad(lambda r: 0.5 * z**2 * P(r), 0, 40)[0]
    attraction = -quad(lambda r: 4 * z**3 * r * np.exp(-2 * z * r), 0, 40)[0]
    repulsion = 2 * quad(lambda r: 4 * z**3 * r * np.exp(-2 * z * r)
                         * gammainc(3, 2 * z * r), 0, 40)[0]
    return kinetic + attraction + repulsion / 4


best = minimize_scalar(scaled_energy, bounds=(0.5, 1.2), method="bounded",
                       options={"xatol": 1e-8})
assert abs(best.x - 27 / 32) < 1e-5
assert abs(best.fun + 0.5 * (27 / 32)**2) < 1e-8
assert half["HF"].e_tot < best.fun

# Local exchange on the frozen 1s density, numerical grid against closed forms
local_x = prepare(dft.uks.UKS(atom_mol), "lda,")
x_pol = float(local_x.get_veff(dm=np.array([projector, 0 * projector])).exc)
x_half = float(local_x.get_veff(dm=np.array([projector, projector]) / 2).exc)
n43 = np.pi**(-4 / 3) * 8 * np.pi * (3 / 8)**3
assert abs(x_pol + 0.75 * (6 / np.pi)**(1 / 3) * n43) < 1e-4
assert abs(x_half / x_pol - 2**(-1 / 3)) < 1e-6

# Fermi-Amaldi exchange -J/N coincides with exact exchange in restricted H2
dm_far = np.asarray(far["HF"].make_rdm1())
vj, vk = far["HF"].get_jk(dm=dm_far)
J_far, X_far = 0.5 * np.sum(dm_far * vj), -0.25 * np.sum(dm_far * vk)
assert abs(X_far + J_far / 2) < 1e-8

print("Basis per atom: %d s and 2 p shells; s exponents %.3f to %.1f bohr^-2"
      % (len(exponents), exponents[0], exponents[-1]))
print("p exponents: 1.0 and 0.3 bohr^-2; H atom energy E_H = %.6f hartree" % E_H)
print("H2 total energies in hartree:")
print("R/bohr   restricted HF   restricted PBE   full CI")
for R in distances:
    print("%6.1f   %13.6f   %14.6f   %9.6f"
          % (R, curve["HF"][R].e_tot, curve["PBE"][R].e_tot, ci[R][0]))
print("Atom and molecule at R = %.0f bohr, energies in hartree:" % R_far)
print("method   e(1,0)      e(1/2,1/2)   2e(1/2,1/2)   E_R(H2)")
for k in XC:
    print("%-5s  %10.6f  %10.6f  %12.6f  %12.6f"
          % (k, polarized[k].e_tot, half[k].e_tot, 2 * half[k].e_tot, far[k].e_tot))
print("method   Delta/hartree   Delta/eV   one-electron error of 2 atoms/hartree")
for k in XC:
    delta = 2 * (half[k].e_tot - polarized[k].e_tot)
    print("%-5s  %12.6f  %10.4f  %12.6f"
          % (k, delta, delta * HARTREE_EV, 2 * (polarized[k].e_tot - E_H)))
print("method   alpha   E_R + alpha/(2R) - 2e(1/2,1/2), hartree")
for k in XC:
    print("%-5s  %6.2f  %12.1e" % (k, ALPHA[k], residual[k]))
print("HF tail: R*[E_R - 2e(1/2,1/2)] = %.4f hartree bohr" % tail_HF)
print("Energy cost of moving 0.1 electron between half-spin atoms, hartree:")
print("  " + ", ".join("%s %.5f" % (k, transfer[k]) for k in XC))
print("PBE kinetic energy: H2 %.5f, two half-spin atoms %.5f hartree"
      % (T_mol, 2 * T_atom))
print("PBE xc energy: H2 %.5f, two half-spin atoms %.5f hartree"
      % (xc_mol, 2 * xc_atom))
print("Full-CI spin-up density at a nucleus, R = %.0f: %.5f bohr^-3"
      % (R_far, up_at_nucleus))
print("H atom density at the nucleus: %.5f bohr^-3" % atom_at_nucleus)
print("Frozen-orbital HF energy, m = 0, 0.5, 1: %.5f, %.5f, %.5f hartree"
      % (frozen[0.0], frozen[0.5], frozen[1.0]))
print("Relaxed exponential at m = 0: zeta = %.5f bohr^-1, energy = %.6f hartree"
      % (best.x, best.fun))
print("Local exchange of 1s density: polarized %.5f, half-spin %.5f hartree"
      % (x_pol, x_half))
print("Ratio half-spin/polarized local exchange: %.5f" % (x_half / x_pol))
print("H2 at R = %.0f: Hartree energy %.5f, exact exchange %.5f hartree"
      % (R_far, J_far, X_far))
print("verified")
```

Running it gives:

```
Basis per atom: 12 s and 2 p shells; s exponents 0.030 to 285.8 bohr^-2
p exponents: 1.0 and 0.3 bohr^-2; H atom energy E_H = -0.499996 hartree
H2 total energies in hartree:
R/bohr   restricted HF   restricted PBE   full CI
   1.4       -1.133326        -1.166484   -1.171501
   5.0       -0.858716        -0.954267   -1.003369
  10.0       -0.767814        -0.918908   -0.999995
  20.0       -0.740422        -0.917846   -0.999991
  50.0       -0.725414        -0.917849   -0.999991
Atom and molecule at R = 50 bohr, energies in hartree:
method   e(1,0)      e(1/2,1/2)   2e(1/2,1/2)   E_R(H2)
HF      -0.499996   -0.357707     -0.715414     -0.725414
SVWN    -0.478667   -0.445667     -0.891334     -0.891334
PBE     -0.499986   -0.458925     -0.917849     -0.917849
PBE0    -0.501318   -0.436111     -0.872222     -0.874722
method   Delta/hartree   Delta/eV   one-electron error of 2 atoms/hartree
HF         0.284577      7.7437      0.000000
SVWN       0.066000      1.7959      0.042658
PBE        0.082122      2.2347      0.000020
PBE0       0.130414      3.5487     -0.002644
method   alpha   E_R + alpha/(2R) - 2e(1/2,1/2), hartree
HF       1.00      -1.1e-07
SVWN     0.00       5.4e-09
PBE      0.00       5.7e-09
PBE0     0.25      -2.2e-09
HF tail: R*[E_R - 2e(1/2,1/2)] = -0.5000 hartree bohr
Energy cost of moving 0.1 electron between half-spin atoms, hartree:
  HF 0.00228, SVWN 0.00406, PBE 0.00419, PBE0 0.00368
PBE kinetic energy: H2 0.89446, two half-spin atoms 0.89446 hartree
PBE xc energy: H2 -0.50271, two half-spin atoms -0.50271 hartree
Full-CI spin-up density at a nucleus, R = 50: 0.15361 bohr^-3
H atom density at the nucleus: 0.30721 bohr^-3
Frozen-orbital HF energy, m = 0, 0.5, 1: -0.34375, -0.38281, -0.50000 hartree
Relaxed exponential at m = 0: zeta = 0.84375 bohr^-1, energy = -0.355957 hartree
Local exchange of 1s density: polarized -0.26804, half-spin -0.21274 hartree
Ratio half-spin/polarized local exchange: 0.79370
H2 at R = 50: Hartree energy 0.53288, exact exchange -0.26644 hartree
verified
```
